# Shockley slip and stacking spins in 4H silicon carbide: test program

```python
# Result under test: in 4H-SiC an allowed Shockley slip flips the stacking spin
# of its glide plane. One slip gives the Zhdanov sequence 31. Slip on two
# adjacent planes gives 62 if their spins are equal, and 1111 if opposite.
# Symbols: spin +1 is the step A->B->C->A, spin -1 the reverse; a, c are lattice
# lengths; J[n] couples spins n planes apart, E = -sum J[n] s_j s_(j+n).
# Electron capture: a fault level of depth D below the bulk Fermi level, donor
# density N, permittivity eps, captured sheet density n_s.
from itertools import groupby, product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

a_nm, c_nm = 0.307, 1.005            # rough 4H-SiC lattice lengths
lattice = a_nm * np.array([[1.0, -0.5], [0.0, np.sqrt(3) / 2]])
plus_fractions = np.array([[2, 1], [-1, 1], [-1, -2]]) / 3
plus_vectors = plus_fractions @ lattice.T
partial_nm = np.linalg.norm(plus_vectors[0])
assert np.allclose(np.linalg.norm(plus_vectors, axis=1), a_nm / np.sqrt(3))
n_planes = 32


def build_4h():
    """Lateral positions of the vertically bonded pair layers."""
    positions = [np.zeros(2)]
    for j in range(n_planes):
        sign = 1 if j % 4 < 2 else -1
        positions.append(positions[-1] + sign * plus_vectors[0])
    return np.array(positions)


def slip(positions, plane, vector):
    """Displace every layer above the chosen glide plane."""
    moved = positions.copy()
    moved[plane + 1:] += vector
    return moved


def read_spins(positions):
    """Read spins from slanted bonds; 0 marks a plane without three bonds."""
    spins = []
    for offset in np.diff(positions, axis=0):
        fraction = np.linalg.solve(lattice, offset)
        fraction -= np.round(fraction)
        images = np.array([lattice @ (fraction + np.array(m))
                           for m in product(range(-2, 3), repeat=2)])
        lengths = np.linalg.norm(images, axis=1)
        bonds = images[lengths < lengths.min() + 1e-6]
        if len(bonds) != 3:
            spins.append(0)
            continue
        values = np.sin(3 * np.arctan2(bonds[:, 1], bonds[:, 0]))
        assert np.allclose(values, values[0]) and abs(abs(values[0]) - 1) < 1e-6
        spins.append(int(round(values[0])))
    return np.array(spins)


def runs(spins):
    return [len(list(group)) for _, group in groupby(spins)]


def fault_runs(spins):
    """Zhdanov runs left after removing perfect 4H runs at both ends."""
    result = runs(spins)
    while result and result[0] == 2:
        result.pop(0)
    while result and result[-1] == 2:
        result.pop()
    return result


def letters(positions):
    fractions = np.linalg.solve(lattice, positions.T)[1]
    return "".join("ABC"[int(round(3 * f)) % 3] for f in fractions)


def sign_text(spins):
    return "".join("+" if s > 0 else "-" for s in spins)


def longest_cubic(spins):
    cubic = spins[1:] == spins[:-1]
    return max(len(list(g)) for value, g in groupby(cubic) if value)


perfect = build_4h()
spin0 = read_spins(perfect)
assert set(runs(spin0)) == {2}

# Every plane of the cell and every partial displacement.
for plane in range(12, 16):
    for sign, vector in product((1, -1), plus_vectors):
        new = read_spins(slip(perfect, plane, sign * vector))
        if sign == spin0[plane]:
            assert list(np.flatnonzero(new != spin0)) == [plane]
            assert new[plane] == -spin0[plane]
            assert fault_runs(new) in ([3, 1], [1, 3])
        else:
            assert new[plane] == 0

# Every adjacent pair and every pair of partial displacements.
for plane in range(12, 16):
    equal = spin0[plane] == spin0[plane + 1]
    for s1, s2, v1, v2 in product((1, -1), (1, -1), plus_vectors, plus_vectors):
        new = read_spins(slip(slip(perfect, plane, s1 * v1), plane + 1, s2 * v2))
        if np.all(new != 0):
            assert (s1 == s2) == equal
            assert fault_runs(new) == ([6] if equal else [1, 1, 1, 1])
        else:
            assert s1 != spin0[plane] or s2 != spin0[plane + 1]

b = plus_vectors[0]
single = slip(perfect, 12, b)
double = slip(single, 13, b)
mixed = slip(slip(perfect, 13, b), 14, -b)
spin1, spin2, spin_mixed = map(read_spins, (single, double, mixed))
for neighbour in (11, 14):
    assert read_spins(slip(double, neighbour, b))[neighbour] == 0
cubic_counts = [longest_cubic(s) for s in (spin0, spin1, spin2)]
assert cubic_counts == [1, 2, 5]


def chain_energy(spins, J):
    return -sum(J[n] * np.dot(spins[:-n], spins[n:]) for n in range(1, 5))


def fault_formulas(J):
    return np.array([-4 * J[2] + 4 * J[4],
                     -4 * J[1] - 8 * J[2] + 8 * J[4],
                     4 * J[1] - 8 * J[2] + 8 * J[4]])


def fault_sums(J):
    return np.array([chain_energy(s, J) - chain_energy(spin0, J)
                     for s in (spin1, spin2, spin_mixed)])


rng = np.random.default_rng(4)
for _ in range(20):
    random_J = rng.normal(size=5)
    assert np.allclose(fault_sums(random_J), fault_formulas(random_J), atol=1e-11)

J_meV = np.array([0, 2.5, -2.0, 0, 0])      # round model couplings
fault_meV = fault_sums(J_meV)
cell_nm2 = abs(np.linalg.det(lattice))
to_mJ_m2 = 1e-3 * const.e / (cell_nm2 * 1e-18) * 1e3
fault_mJ = fault_meV * to_mJ_m2
J4_test = 0.1
J_with_fourth = J_meV.copy()
J_with_fourth[4] = J4_test
fourth_shift = fault_sums(J_with_fourth) - fault_meV

# Electron capture by a charged sheet with depletion on both sides.
relative_eps, donors_cm3 = 9.7, 1e19
eps, donors = relative_eps * const.epsilon_0, donors_cm3 * 1e6
depths_eV = np.array([0.25, 0.50])          # rough depths for 31 and 62
sheet = np.sqrt(8 * eps * donors * depths_eV / const.e)
gain_mJ = 2 / 3 * sheet * depths_eV * const.e * 1e3


def capture_energy(scaled_sheet, depth):
    density = scaled_sheet * 1e17
    width = density / (2 * donors)
    # Integrate over x/width so that the quadrature variable is of order one.
    field_energy = 2 * width * quad(
        lambda x: eps / 2 * (const.e * donors * width * (1 - x) / eps)**2, 0, 1)[0]
    return 1e3 * (field_energy - density * depth * const.e)


for depth, density, gain in zip(depths_eV, sheet, gain_mJ):
    best = minimize_scalar(capture_energy, bounds=(0.01, 5), args=(depth,),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.x * 1e17 / density - 1) < 1e-5
    assert abs(-best.fun / gain - 1) < 1e-8

break_even_cm3 = donors_cm3 * (fault_mJ[1] / gain_mJ[1])**2
donors = break_even_cm3 * 1e6
check = minimize_scalar(capture_energy, bounds=(0.01, 5), args=(depths_eV[1],),
                        method="bounded", options={"xatol": 1e-9})
assert abs(check.fun + fault_mJ[1]) < 1e-6
donors = donors_cm3 * 1e6
mass, valleys = 0.4, 3                     # rough in-plane mass and valley count
states = valleys * mass * const.m_e / (np.pi * const.hbar**2)
filling_eV = sheet[1] / states / const.e
thermal_eV = const.k * 1300 / const.e
width_nm = sheet[1] / (2 * donors) * 1e9
donor_spacing_nm = donors**(-1 / 3) * 1e9
ideal_ratio = np.sqrt(2 / 3)
actual_ratio = c_nm / (4 * a_nm)

window = slice(8, 20)
for name, pos, spins in (("perfect", perfect, spin0), ("one slip", single, spin1),
                         ("equal pair", double, spin2),
                         ("opposite pair", mixed, spin_mixed)):
    print(f"{name}: layers 8-20 {letters(pos)[8:21]}")
    print(f"  spins on planes 8-19 {sign_text(spins[window])}")
    print("  Zhdanov runs, whole chain:", *runs(spins))
print("slipped planes: one 12; equal pair 12,13; opposite pair 13,14")
print("longest cubic stretch in 4H, 31, 62 (layers):", *cubic_counts)
print(f"lattice lengths a, c: {a_nm:.3f}, {c_nm:.3f} nm")
print(f"partial displacement: {partial_nm:.4f} nm")
print(f"layer spacing: {c_nm / 4:.4f} nm")
print(f"thickness of runs 3 and 6: {3*c_nm/4:.3f}, {6*c_nm/4:.3f} nm")
print(f"lateral cell area: {cell_nm2:.5f} nm^2")
print(f"couplings J1, J2: {J_meV[1]:.1f}, {J_meV[2]:.1f} meV")
for name, e_cell, e_area in zip(("31", "62", "1111"), fault_meV, fault_mJ):
    print(f"fault {name}: {e_cell:.1f} meV per cell = {e_area:.2f} mJ/m^2")
print(f"test coupling J4: {J4_test:.1f} meV")
print("J4 shifts of 31, 62, 1111 (meV per cell):",
      *[f"{x:.1f}" for x in fourth_shift])
print(f"layer spacing / a: actual {actual_ratio:.4f}, ideal {ideal_ratio:.4f}")
print(f"spacing departure from ideal: {100*(actual_ratio/ideal_ratio-1):.2f} %")
print(f"donor density: {donors_cm3:.1e} cm^-3")
print(f"relative permittivity: {relative_eps:.1f}")
for name, depth, density, gain in zip(("31", "62"), depths_eV, sheet, gain_mJ):
    print(f"{name} level depth: {depth:.2f} eV")
    print(f"{name} captured electrons: {density/1e4:.2e} cm^-2")
    print(f"{name} capture energy gain: {gain:.2f} mJ/m^2")
print("gain / fault cost for 31, 62:",
      *[f"{x:.2f}" for x in gain_mJ / fault_mJ[:2]])
print(f"donor density cancelling 62 cost: {break_even_cm3:.2e} cm^-3")
print(f"in-plane mass and valley count: {mass:.1f} m_e, {valleys}")
print(f"neglected band filling in 62: {filling_eV:.3f} eV")
print(f"thermal energy at 1300 K: {thermal_eV:.3f} eV")
print(f"depletion width on each side of 62: {width_nm:.2f} nm")
print(f"mean donor spacing: {donor_spacing_nm:.2f} nm")
print("success")
```

Output:

```
perfect: layers 8-20 ABCBABCBABCBA
  spins on planes 8-19 ++--++--++--
  Zhdanov runs, whole chain: 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2
one slip: layers 8-20 ABCBACACBCACB
  spins on planes 8-19 ++---+--++--
  Zhdanov runs, whole chain: 2 2 2 2 2 3 1 2 2 2 2 2 2 2 2 2
equal pair: layers 8-20 ABCBACBACABAC
  spins on planes 8-19 ++------++--
  Zhdanov runs, whole chain: 2 2 2 2 2 6 2 2 2 2 2 2 2 2
opposite pair: layers 8-20 ABCBABABABCBA
  spins on planes 8-19 ++--+-+-++--
  Zhdanov runs, whole chain: 2 2 2 2 2 2 1 1 1 1 2 2 2 2 2 2 2 2
slipped planes: one 12; equal pair 12,13; opposite pair 13,14
longest cubic stretch in 4H, 31, 62 (layers): 1 2 5
lattice lengths a, c: 0.307, 1.005 nm
partial displacement: 0.1772 nm
layer spacing: 0.2512 nm
thickness of runs 3 and 6: 0.754, 1.507 nm
lateral cell area: 0.08162 nm^2
couplings J1, J2: 2.5, -2.0 meV
fault 31: 8.0 meV per cell = 15.70 mJ/m^2
fault 62: 6.0 meV per cell = 11.78 mJ/m^2
fault 1111: 26.0 meV per cell = 51.04 mJ/m^2
test coupling J4: 0.1 meV
J4 shifts of 31, 62, 1111 (meV per cell): 0.4 0.8 0.8
layer spacing / a: actual 0.8184, ideal 0.8165
spacing departure from ideal: 0.23 %
donor density: 1.0e+19 cm^-3
relative permittivity: 9.7
31 level depth: 0.25 eV
31 captured electrons: 1.04e+13 cm^-2
31 capture energy gain: 2.76 mJ/m^2
62 level depth: 0.50 eV
62 captured electrons: 1.46e+13 cm^-2
62 capture energy gain: 7.82 mJ/m^2
gain / fault cost for 31, 62: 0.18 0.66
donor density cancelling 62 cost: 2.27e+19 cm^-3
in-plane mass and valley count: 0.4 m_e, 3
neglected band filling in 62: 0.029 eV
thermal energy at 1300 K: 0.112 eV
depletion width on each side of 62: 7.32 nm
mean donor spacing: 4.64 nm
success
```
